# How a tetragonal distortion splits the triplet level of a vacancy

Four equal dangling bonds around a vacancy give a threefold degenerate level. If the vacancy is neutral, two of its four electrons must be placed in that level, and the symmetric model cannot say which orbitals they take, whether the surrounding atoms move, or how many separate levels to expect. In the tetragonal pairing studied here, one of the three levels moves twice as far as the other two, and in the opposite direction. The theorem below fixes the shifts. Adding an elastic cost then gives the energy of the paired vacancy in this model.

## Setting and conventions

Let \(\phi_1,\dots,\phi_4\) be real orthonormal orbitals, one on each atom next to the vacancy. Electrons are independent, and the common site energy is the zero of energy. The matrix elements are

\[
H_{ii}=0,\qquad H_{ij}=-t_{ij}\quad(i\ne j).
\]

With \(t_{ij}>0\), the in-phase combination of two orbitals is the lower one. If the convention were \(H_{ij}=+t_{ij}\), every level below would change sign.

Two hoppings are called opposite if they share no site. The six hoppings form three opposite pairs, labelled by an axis:

\[
t_{12}=t_{34}=A_z,\qquad t_{13}=t_{24}=A_x,\qquad t_{14}=t_{23}=A_y .
\]

Formulas are in atomic units; numbers are in eV and angstrom.

## The levels

**Lemma 1.** For any \(A_x,A_y,A_z\), the levels are

\[
E_0=-(A_x+A_y+A_z),\qquad E_i=A_x+A_y+A_z-2A_i\quad(i=x,y,z).
\]

*Proof.* Take the four mutually orthogonal vectors

\[
v_0=(1,1,1,1),\quad v_z=(1,1,-1,-1),\quad v_x=(1,-1,1,-1),\quad v_y=(1,-1,-1,1).
\]

Each row of \(H\) contains \(-A_x,-A_y,-A_z\) once, so \(Hv_0=-(A_x+A_y+A_z)v_0\). For \(v_z\), the four components of \(Hv_z\) are

\[
\begin{aligned}
(Hv_z)_1&=-(A_z-A_x-A_y), & (Hv_z)_2&=-(A_z-A_y-A_x),\\
(Hv_z)_3&=-(A_x+A_y-A_z), & (Hv_z)_4&=-(A_y+A_x-A_z).
\end{aligned}
\]

The first two equal \(A_x+A_y-A_z\) and the last two equal its negative, so \(Hv_z=(A_x+A_y-A_z)v_z\). Exchanging the site labels 2 and 3 exchanges \(A_z\) with \(A_x\) and \(v_z\) with \(v_x\); exchanging 2 and 4 does the same for \(z\) and \(y\). This gives the other two levels. ∎

If all hoppings equal \(t\), the lemma gives a singlet at \(-3t\) and a triplet at \(+t\).

**Theorem.** Let one opposite pair of hoppings be \(t+d\) and the other four \(t-d/2\). The levels are

\[
-3t,\qquad t-2d,\qquad t+d,\qquad t+d .
\]

The result holds for every real \(d\), not just to first order.

*Proof.* Put \(A_z=t+d\) and \(A_x=A_y=t-d/2\). Their sum is \(3t\), since \(d-d/2-d/2=0\). Lemma 1 then gives \(E_0=-3t\) and

\[
E_z=3t-2(t+d)=t-2d,\qquad E_x=E_y=3t-2\left(t-\tfrac d2\right)=t+d. \qquad ∎
\]

The orbitals show where the unequal shifts come from. Adding and subtracting \(v_x\) and \(v_y\) gives the normalized doublet

\[
\frac{v_x+v_y}{2\sqrt2}=\frac{(1,-1,0,0)}{\sqrt2},\qquad
\frac{v_x-v_y}{2\sqrt2}=\frac{(0,0,1,-1)}{\sqrt2}.
\]

These are the antibonding states of the two close pairs. The weak hoppings from sites 1 and 2 to any third site cancel, so only the strong hopping counts and the level rises by \(d\). The singlet \(v_z\) is bonding within each pair and antibonding between pairs. Its energy is \(-(t+d)+2(t-d/2)\): it falls by \(d\) through the strong hopping and by another \(d\) through two weakened ones. The centre of the triplet stays at \(t\), because \(-2d+d+d=0\).

**Remark 1: order of the levels.** For \(d>0\) the singlet lies below the doublet; for \(d<0\) it lies above. The singlet is \(4t-2d\) above the lowest level, and the two meet at \(d=2t\). There the weak hoppings vanish, and two separate pairs are left, each with one bonding and one antibonding state.

**Remark 2: other patterns.** The factor \(-1/2\) matters. If the strong pair becomes \(t+d\) while the other four stay at \(t\), Lemma 1 gives \(-3t-d\), \(t-d\) and a doublet at \(t+d\). The splitting is then \(2d\) instead of \(3d\), and the centre of the former triplet rises by \(d/3\).

The word "opposite" matters too. Let the two hoppings \(t+d\) be 12 and 13, which share site 1, and let the other four be \(t-d/2\). The doublet then need not survive. For \(t=0.40\) eV and \(d=0.083\) eV the upper three levels are then 0.317, 0.358 and 0.530 eV, all different.

**Remark 3: unequal sites.** Suppose a field raises sites 1 and 2 by \(\Delta/2\) and lowers 3 and 4 by the same amount. Each doublet orbital above sits on one pair, so the two remain eigenstates, at \(t+d\pm\Delta/2\). The doublet splits by \(\Delta\), and the assumption of equal site energies has failed.

## Why the weak hoppings change by half as much

**Lemma 2.** A small tetragonal displacement of the four atoms changes the hoppings in the ratio \(1:-\tfrac12\) and leaves the site energies unchanged, both to first order.

*Proof.* Place the atoms at \(s\sigma_i\), with \(s=a/4\) for lattice constant \(a\) and

\[
\sigma_1=(1,1,1),\ \ \sigma_2=(-1,-1,1),\ \ \sigma_3=(1,-1,-1),\ \ \sigma_4=(-1,1,-1).
\]

The tetragonal displacement along \(z\) moves atom \(i\) by \((u/\sqrt6)(-\sigma_{ix},-\sigma_{iy},2\sigma_{iz})\), a vector of length \(|u|\). The displacements along \(x\) and \(y\) are defined in the same way. For equal \(u\) the three add up to zero, because \(2-1-1=0\) in each component.

A threefold rotation about \(\sigma_1\) keeps site 1 fixed and permutes the three displacements. They therefore change the energy of site 1 by the same first-order amount \(\alpha\). Since their sum is no displacement at all, \(3\alpha=0\). The other sites are equivalent.

Now let hopping 12 change by \(\delta\) under the \(z\) displacement. The mirror that exchanges \(x\) and \(y\) fixes sites 1 and 2, so the \(x\) and \(y\) displacements change hopping 12 equally. The three changes sum to zero, so each of these two is \(-\delta/2\). By rotation, this is also the change of the four other hoppings under the \(z\) displacement. ∎

The argument uses symmetry alone. It therefore also covers overlapping orbitals that have been made orthonormal by the symmetric (Löwdin) procedure, which keeps the symmetry.

A distance law gives the size of \(d\). Let the hopping be \(t\,e^{-(R-R_0)/L}\), with \(R_0=2\sqrt2\,s\) the undistorted distance. Atoms 1 and 2 are separated along \((1,1,0)/\sqrt2\), and their relative displacement is \((2u/\sqrt6)(-1,-1,0)\). Projection gives

\[
\delta R_{12}=\frac{2u}{\sqrt6}\,\frac{-2}{\sqrt2}=-\frac{2u}{\sqrt3}.
\]

For atoms 1 and 3 the direction is \((0,1,1)/\sqrt2\) and the relative displacement \((u/\sqrt6)(0,-2,4)\), so that

\[
\delta R_{13}=\frac{u}{\sqrt6}\,\frac{-2+4}{\sqrt2}=+\frac{u}{\sqrt3}.
\]

To first order a hopping changes by \(-t\,\delta R/L\). Hence

\[
d=gu,\qquad g=\frac{2t}{\sqrt3\,L},
\]

and the weak hoppings change by \(-tu/(\sqrt3L)=-d/2\), as required.

## Energy of the neutral vacancy

**Proposition.** Let the atoms move only by the tetragonal displacements along \(x\), \(y\) and \(z\) and their combinations. Let four electrons fill the levels, let hoppings depend linearly on displacement, and let each atom cost elastic energy \(\tfrac12ku^2\). As long as the level at \(-3t\) remains the lowest, the tetragonal minimum has

\[
u=\frac gk,\qquad \text{net gain}=\frac{2g^2}{k}.
\]

There are three such minima, one per axis. On the lowest energy surface they are separated by a barrier of \(\tfrac34\) of the net gain.

*Proof.* For \(d>0\), two electrons occupy the level at \(-3t\) and two the singlet:

\[
E_{\rm el}=2(-3t)+2(t-2d)=-4t-4d=-4(t+d).
\]

This is the energy of two separate pair bonds of strength \(t+d\), with two electrons in each. Adding the elastic energy of four atoms gives

\[
E(u)=-4t-4gu+2ku^2 .
\]

Setting \(-4g+4ku=0\) gives \(u=g/k\). The electronic gain is then \(4g^2/k\), the elastic cost \(2g^2/k\), and the difference \(2g^2/k\).

For the barrier, consider all combinations of the tetragonal displacements, \((q_x\sigma_{ix},q_y\sigma_{iy},q_z\sigma_{iz})\) with \(q_x+q_y+q_z=0\) and \(q_x^2+q_y^2+q_z^2=u^2\), where now \(u\ge0\). Atoms 1 and 2 have relative displacement \(2(q_x,q_y,0)\), so \(\delta R_{12}=\sqrt2(q_x+q_y)=-\sqrt2\,q_z\). The hopping change is \(d_z=\sqrt2\,tq_z/L\), and likewise for \(x\) and \(y\). As \(d_x+d_y+d_z=0\), Lemma 1 gives levels \(t-2d_i\), and the lowest of these is filled twice:

\[
E=-4t-4\max_i d_i+2ku^2 .
\]

The constraints are solved by \(q_i=\sqrt{2/3}\,u\cos\theta_i\), where the three angles differ by 120°. Let \(c\) be the largest of the three cosines. Some \(\theta_i\) always lies within 60° of zero, so \(\tfrac12\le c\le1\). Since \(\sqrt2\sqrt{2/3}=2/\sqrt3\), we have \(\max_i d_i=gcu\) and

\[
E=-4t-4gcu+2ku^2 .
\]

In a given direction the minimum is at \(u=gc/k\), with gain \(2g^2c^2/k\). The three wells have \(c=1\). A path from one well to another must cross a direction with \(c=\tfrac12\) or pass through \(u=0\). On the former the gain is at most \(g^2/(2k)\), and at \(u=0\) it is zero. The lowest pass therefore has gain \(g^2/(2k)\), and

\[
E_{\rm barrier}=\frac{2g^2}{k}-\frac{g^2}{2k}=\frac34\,\frac{2g^2}{k}. \qquad ∎
\]

The pass is the tetragonal distortion with reversed sign. There two electrons share a doublet, each gaining \(|d|\) instead of \(2|d|\). Half the driving force gives a quarter of the net gain.

The restriction to tetragonal displacements matters. Displacements that strengthen one hopping of an opposite pair and weaken the other also couple to the triplet. They are left out here, but they can change the barrier and even the stability of the three minima. Suppose that hoppings depend only on distance, to first order, that site energies stay equal, and that \(k\) is the same for every displacement. Two of the omitted displacements then lower the energy further, so the tetragonal points are saddle points. Mixing of the filled singlet with the doublet already cancels the stiffness \(k\), and mixing of the lowest level with the doublet makes the curvature negative. With the numbers of the example below, and no uniform breathing of the four atoms, the net gain rises from 0.167 to 0.188 eV. If breathing is also allowed, it rises to 0.51 eV. With the full exponential distance law, the same numbers and again no breathing, the tetragonal points are local minima, but shallow ones, as discussed below.

## Example: a rough model of the silicon vacancy

Take \(a=5.43\) angstrom, \(t=0.40\) eV, \(L=0.80\) angstrom and \(k=4.0\) eV/angstrom². The last three are rough magnitudes, not fits to the vacancy. The results depend on them: \(u\) and the net gain vary as \(1/k\), so \(k=6.0\) eV/angstrom² would lower both by a third. The undistorted levels are \(-1.20\) and \(0.40\) eV. The coupling and displacement are

\[
g=\frac{2(0.40)}{\sqrt3\,(0.80)}=0.577\ \text{eV/angstrom},\qquad
u=\frac{0.577}{4.0}=0.144\ \text{angstrom}.
\]

Each close pair shortens by 0.167 angstrom from 3.84 angstrom. The hopping change is \(d=0.577\times0.144=0.083\) eV, so the strong and weak hoppings are 0.483 and 0.358 eV. The triplet at 0.40 eV splits into

\[
t-2d=0.233\ \text{eV},\qquad t+d=0.483\ \text{eV}.
\]

The splitting \(3d\) is 0.250 eV (0.0092 hartree). The electronic gain of 0.333 eV less the elastic cost of 0.167 eV leaves a net gain of 0.167 eV (0.0061 hartree). The barrier is \(0.75\times0.167=0.125\) eV. The numerical output lists these values and the corrections discussed next.

## What the model leaves out

**Nonlinear hopping.** With the full exponential law and the same \(u\), the splitting is 0.27 eV. When the atoms relax again along the tetragonal displacement, \(u\) grows to 0.19 angstrom, the splitting to 0.37 eV and the net gain to 0.22 eV. Relative to the linear model, the splitting rises by nearly half. The lowest level moves slightly, to \(-1.21\) eV, because the hopping changes no longer sum to zero. Breathing must be held fixed here. If it is free, each atom can move a distance \(r\) straight towards its partner. The pull on it, \((2t/L)e^{2r/L}\), then exceeds the spring force \(kr\) for every \(r\) with these numbers, and the pair collapses. A local minimum would need \(k>4et/L^2=6.8\) eV/angstrom², where \(e\) is the base of natural logarithms. Fixing the breathing only delays the collapse: one pair can close while the other opens, and this path crosses a pass only 0.06 eV above the tetragonal minimum, beyond which the energy keeps falling. The model contains no short-range repulsion to stop the collapse.

**Electron repulsion.** Add an energy \(U=1.0\) eV, again a rough value, whenever two electrons share a site, and solve the four-electron problem by exact diagonalization with linear hopping. At the same \(d\), the electronic gain falls from 0.333 to 0.201 eV. The lowest spin-triplet state lies 0.199 eV above the ground state, compared with \(3d=0.250\) eV for independent electrons. After relaxation \(u\) is 0.094 angstrom and the net gain 0.050 eV, about 70 percent below the independent-electron value. The theorem still describes the one-electron matrix, but its level spacings are no longer the excitation energies of the vacancy.

**Leakage into back bonds.** A dangling hybrid couples to the three other hybrids on its atom, with strength \(V_1\) each, and these couple to their bond partners with strength \(V_2\). As a first step, cut the partners off from the rest of their atoms. Let \(h\), \(b\) and \(p\) be the amplitudes on the dangling hybrid, on the normalized sum of the back hybrids and on that of their partners. A state at zero energy has \(b=0\) and \(\sqrt3V_1h+V_2p=0\). Normalization gives

\[
h^2=\frac{V_2^2}{V_2^2+3V_1^2}.
\]

For rough values \(V_1=1.7\) and \(V_2=4.0\) eV this is 0.65. If \(t\) and \(d\) are bare hoppings between hybrids, the splitting drops from 0.250 to 0.156 eV, close to \(0.65\times0.250\) eV. If they are instead read from actual level spacings, this reduction is already included and must not be applied again. These numbers belong to the first shell only. If the same couplings are continued outwards along a branching tree, each shell carries \(3V_1^2/V_2^2\) times the weight of the one before. Then \(h^2\) falls to \(1-3V_1^2/V_2^2=0.46\), and the splitting falls to about 0.09 eV. On the diamond lattice these couplings give a gap from \(V_1-V_2=-2.3\) eV to \(V_2-3V_1=-1.1\) eV, so zero energy lies in the conduction band. The estimate shows that leakage is large, but not how large it is in silicon.

**Temperature.** At 300 K, \(k_BT=0.026\) eV, with \(k_B\) the Boltzmann constant. The splitting is almost ten times larger, but the barrier is only 4.8 times larger. With the vibration frequency of one silicon atom on a spring \(k\), whose quantum is 0.024 eV, the classical estimate \(\nu e^{-E_{\rm barrier}/k_BT}\) is about \(5\times10^{10}\) per second. This estimates how often the atoms reach the crossing towards one of the other axes, not how often the axis changes. By Lemma 1, \(v_x\), \(v_y\) and \(v_z\) stay exact eigenvectors under all tetragonal displacements, so independent electrons that fill \(v_z\) remain there even beyond the crossing. A change of axis needs a coupling between the electronic states, for example through the omitted displacements or electron repulsion, and these also change the barrier. With \(U=1.0\) eV the whole net gain is only about twice \(k_BT\), so this barrier and estimate cannot be carried over to that case.

**The real defect.** The neutral vacancy in silicon does distort tetragonally by pairing its neighbours. The model gives the pairing, \(d>0\), but the tetragonal form itself was assumed. The model's 0.25 eV splitting is a sizeable part of the silicon gap, roughly 1.1 eV, but it is not a prediction of measured levels. The net gain was recomputed for two of the corrections: electron repulsion lowers it from 0.167 to 0.050 eV, while nonlinear hopping raises it to 0.22 eV. These corrections were computed separately and should not simply be added. Spin-orbit coupling, the continuum of band states, other displacements of the four atoms and relaxation of more distant atoms are also absent. Near a Si/SiO₂ interface the four sites need not be equivalent, and the doublet can then split, as in the example of Remark 3. An isolated interface dangling bond has no three equivalent partners, so the theorem does not describe it.

## Calculated quantities

```
lattice constant (rough input): 5.43 angstrom
hopping t (rough input): 0.40 eV
decay length L (rough input): 0.80 angstrom
stiffness k per atom (rough input): 4.0 eV/angstrom^2
distance between dangling-bond atoms: 3.840 angstrom
undistorted singlet -3t: -1.2000 eV
undistorted triplet +t: 0.4000 eV
coupling g: 0.5774 eV/angstrom
displacement u per atom: 0.1443 angstrom
displacement u per atom: 0.2728 bohr
shortening of close pairs: 0.1667 angstrom
hopping change d: 0.0833 eV
strong hopping t+d: 0.4833 eV
weak hopping t-d/2: 0.3583 eV
lowest level after distortion: -1.2000 eV
split singlet t-2d: 0.2333 eV
split doublet t+d: 0.4833 eV
splitting 3d: 0.2500 eV
splitting 3d: 0.00919 hartree
reversed d: doublet: 0.3167 eV
reversed d: singlet: 0.5667 eV
level crossing at d = 2t: 0.80 eV
adjacent strengthened hoppings, level 1: -1.2050 eV
adjacent strengthened hoppings, level 2: 0.3166 eV
adjacent strengthened hoppings, level 3: 0.3583 eV
adjacent strengthened hoppings, level 4: 0.5301 eV
electronic gain 4d: 0.3333 eV
elastic cost: 0.1667 eV
net energy gain: 0.1667 eV
net energy gain: 0.00612 hartree
net gain for reversed distortion: 0.0417 eV
barrier between axes: 0.1250 eV
full distance law, same u: strong hopping: 0.4926 eV
full distance law, same u: weak hopping: 0.3569 eV
full distance law, same u: splitting: 0.2716 eV
full distance law, relaxed: u: 0.1898 angstrom
full distance law, relaxed: splitting: 0.3664 eV
full distance law, relaxed: lowest level: -1.2118 eV
full distance law, relaxed: net gain: 0.2161 eV
repulsion U (rough input): 1.0 eV
with U, same d: electronic gain: 0.2009 eV
with U, same d: triplet minus ground energy: 0.1986 eV
with U, relaxed: u: 0.0935 angstrom
with U, relaxed: net gain: 0.0504 eV
hybrid coupling V1 (rough input): 1.7 eV
bond coupling V2 (rough input): 4.0 eV
weight on dangling hybrids: 0.649 (fraction)
splitting with back bonds, bare t and d: 0.1558 eV
temperature (input): 300 K
thermal energy kT: 0.0259 eV
ratio of splitting to kT: 9.67 (number)
ratio of barrier to kT: 4.84 (number)
vibrational quantum: 0.0244 eV
rough rate of passing the barrier: 4.7e+10 1/s
```
